Higher Low-Field Mobility Does Not Guarantee Higher Saturation Velocity

Suppose that two channel materials are to be compared for a device working at high electric field, and that only their mobilities are known. Model A below has a mobility of 11966 Å²/(V fs), model B one of 8461 Å²/(V fs). At a field of 10⁻³ V/Å, multiplying mobility by field predicts 12.0 Å/fs for A and 8.5 Å/fs for B. Following the electrons through their collisions gives 1.12 Å/fs for A and 1.42 Å/fs for B. The prediction is far too large in both cases, and it also picks the wrong winner.

The belief behind the choice is that a material in which electrons respond more readily to a weak field must also carry them faster in a strong one.

**Why the belief tempts**

At low field the drift velocity is v = μF, and the mobility μ grows when collisions are rarer or the mass is smaller. Both seem to be advantages at any field. There is also a family of cases in which the belief is right. If two materials differ in effective mass alone, the lighter one has, in the model treated here, both the higher mobility and the higher saturation velocity.

The inference fails because mobility and saturation velocity depend on different combinations of material properties. Two models suffice to show it, provided that both are limited by phonons and both really saturate.

**The model**

The electrons are nondegenerate and occupy one isotropic parabolic band of mass m with no upper edge. The lattice stays at temperature T. The electrons scatter from nonpolar optical phonons, all of energy ω, through a deformation potential D independent of direction. In the algebra ħ, the elementary charge, the electron mass and k_B equal one. F is the magnitude of the force on an electron, v the drift velocity along that force, u the speed and E = mu²/2 the kinetic energy.

Let ρ be the mass density and V the volume. A phonon mode has mean-square displacement matrix element n/(2ρωV), where n = N for absorption, n = N + 1 for emission, and

N = 1/(exp(ω/T) − 1).

The squared coupling is D² times this. For fixed spin, the number of final states per volume and energy is k²(dk/dE′)/(2π²) = mk′/(2π²), because dE′/dk = k/m. The golden rule then gives

rate = 2π · D²n/(2ρω) · mk′/(2π²) = nD²mk′/(2πρω).

With k′ = mu′, where u′ is the speed after the collision, this becomes

rate = n u′/l,  l = 2πρω/(D²m²).

The length l measures the coupling: weak coupling means long l. Absorption leads to energy E + ω, emission to E − ω, so the total rate is

1/τ(E) = (1/l){N√[2(E + ω)/m] + (N + 1)√[2(E − ω)/m]}.

The second term is present only for E > ω.

**The low-field mobility**

In a weak field the distribution is f = f₀(E) + f₁(E)cosθ, where θ is the angle between momentum and force. The field term in the Boltzmann equation is F∂f₀/∂p_z = Fu cosθ f₀′, with the prime meaning d/dE. A collision sends the electron into all directions equally, so scattering into a state receives nothing from the cosθ part, whose average over directions is zero. Scattering out removes f₁cosθ/τ. Hence

Fu f₀′ = −f₁/τ,  f₁ = −Fuτf₀′.

The drift velocity is the average of u cosθ. The average of cos²θ over directions is 1/3, so with density of states g(E) ∝ √E,

v = −(F/3) ∫g u²τf₀′dE / ∫g f₀dE.

For a Maxwellian, f₀′ = −f₀/T. Using u² = 2E/m,

μ = v/F = 2⟨Eτ⟩/(3mT).

The angle brackets denote the thermal average with weight √E exp(−E/T). Since τ is l√m times a function of E, ω and T,

μ = (l/√m) h(ω, T).

Doubling l doubles the mobility.

One point needs care. Phonons of a single energy move an electron up or down by ω and leave the remainder of E on division by ω unchanged. Without a field they therefore cannot establish a complete Maxwellian. Any f₀ = φ(E)exp(−E/T), with φ of period ω, balances absorption and emission. The formula for μ assumes that some weak additional exchange of energy, too weak to affect τ, keeps f₀ Maxwellian.

Without that exchange, even a very weak field selects φ. To see this, consider the number of electrons that the field carries upward through energy E per unit time. In momentum space the outward flow through a sphere is 4πp² times the directional average of F cosθ(f₀ + f₁cosθ), which is Ff₁/3. Apart from a constant, 4πp² equals gu, because gdE = 4πp²dp and dE/dp = u. The upward flow is thus

S(E) = gu F f₁/3 = −(F²/3)g u²τf₀′.

In a steady state the sum of S over the energies x, x + ω, x + 2ω and so on must not depend on x, since phonon jumps leave x unchanged. A Maxwellian violates this condition. Just above x = 0 the term at ω + x falls with infinite slope, because the emission rate starts as √x, and no other term compensates that slope. The factor F² is common to the whole sum, so the violation does not disappear as F → 0.

The steady low-field response of the strict model can therefore differ from μ by a factor. The comparison of A and B survives. Measure energy in ω, speed in √(ω/m) and force in ω/l. Every collision rate then has the unit √(ω/m)/l, and neither m nor l remains in the Boltzmann equation. Its steady solution has the form

v = √(ω/m) Φ(Fl/ω, ω/T).

At small F this gives v/F proportional to l/√m at fixed ω and T, with the same numerical factor for both models.

**The high-field velocity**

Now let Fl be much larger than cω, with c defined in the next line; for T ≫ ω this means Fl far above 2T. Most electrons then have energies far above both ω and T. Put

c = 2N + 1 = coth(ω/2T).

For E ≫ ω both final speeds are close to u, so 1/τ ≈ cu/l. The distribution is again nearly isotropic, as the result will confirm, and f₁ = −Fuτf₀′ still holds. The upward flow due to the field is

S = −[F²l/(3c)] g u f₀′.

Phonons carry electrons downward. Consider jumps between ε + ω/2 and ε − ω/2. The net downward rate per unit of the midpoint energy ε is

(1/l)[(N + 1)g(ε + ω/2)u(ε − ω/2)f₀(ε + ω/2) − N g(ε − ω/2)u(ε + ω/2)f₀(ε − ω/2)].

Since g and u are both proportional to a square root of energy, the two products of g and u are equal, and for ε ≫ ω they are close to g(ε)u(ε). Expanding f₀ to first order in ω leaves

(N + 1)(f₀ + ωf₀′/2) − N(f₀ − ωf₀′/2) = f₀ + cωf₀′/2.

A jump crosses a given energy E if its midpoint lies within ω/2 of E, a range of width ω. The downward flow is therefore (ωgu/l)(f₀ + cωf₀′/2). In the steady state it equals the upward flow:

−[F²l/(3c)] f₀′ = (ω/l)(f₀ + cωf₀′/2).

The factor gu has cancelled, so f₀′/f₀ does not depend on energy. The hot electrons have a Maxwellian distribution, f₀ ∝ exp(−E/T_e), with

T_e = F²l²/(3cω) + cω/2.

In the high-field limit the first term dominates. The second does not grow with the field. Other corrections of relative order ω/T_e have already been dropped, so it is kept only as a small improvement in the numerical comparison.

Insert f₀′ = −f₀/T_e and τ = l/(cu) into the expression for the drift velocity:

v = Fl⟨u⟩/(3cT_e).

The mean speed follows from ⟨√E⟩ = T_e²/[(√π/2)T_e^(3/2)] = 2√(T_e/π). Multiplication by √(2/m) gives ⟨u⟩ = √[8T_e/(πm)]. Therefore

v² = 8F²l²/(9πc²mT_e).

With T_e = F²l²/(3cω), both F and l cancel:

v_sat² = 8ω/(3πmc),

v_sat = √[(8/(3π))(ω/m)tanh(ω/2T)].

A separate energy balance confirms the factors. The field supplies power Fv to each electron. Emission minus absorption removes ω⟨u⟩/l, because (N + 1) − N = 1. Setting these equal gives v = ω⟨u⟩/(Fl), and inserting ⟨u⟩ with the leading T_e again yields v_sat. The assumption of near isotropy is also consistent: v_sat² divided by T_e/m is 8ω/(3πcT_e), which tends to zero as the electrons heat up.

**Why weak coupling stops helping**

Weak coupling makes loss of momentum slower, but it also makes cooling slower. In the high-field limit the typical speed is proportional to Fl. The time between collisions is about l/(cu), and with u proportional to Fl the length cancels. An electron in the weakly coupled material travels farther between collisions, but it travels faster in all directions and covers that distance in the same time. The field therefore has no more time to accelerate it between collisions.

What remains is the phonon energy, the mass and the lattice temperature. For T ≪ ω the hyperbolic tangent tends to one, and

v_sat → √[8ω/(3πm)].

For T ≫ ω it tends to ω/(2T), and

v_sat → ω√[4/(3πmT)].

In both limits a large phonon energy and a small mass help.

**Reversing the order**

Take any two such models with different v_sat. Their mobilities can be put in the opposite order by lengthening l in the model with the lower v_sat, because μ is proportional to l and v_sat does not contain it. For equal masses and different phonon energies, the model with the larger ω has the higher v_sat, and a short enough l gives it the lower mobility.

The numerical example keeps ω and T equal and varies the mass. It uses ω = 0.05 eV and T = 0.025 eV, so ω/T = 2, N = 0.1565 and c = 2 × 0.1565 + 1 = 1.313. These are round model parameters, not those of a named material. At a density of 2.33 g/cm³ the masses and lengths given next correspond to D = 1.4 × 10⁹ eV/cm for A and 3.9 × 10⁹ eV/cm for B; the second value is larger than is usual in semiconductors. Model A has a mass of 0.4 electron masses and l = 200 Å; model B has 0.2 electron masses and l = 100 Å. Then

μ_A/μ_B = (200/100)√(0.2/0.4) = √2,

v_sat,A/v_sat,B = √(0.2/0.4) = 1/√2.

In numbers, A has μ = 11966 Å²/(V fs), or 1197 cm²/(V s), and v_sat = 1.192 Å/fs, or 1.192 × 10⁷ cm/s. B has μ = 8461 Å²/(V fs), or 846 cm²/(V s), and v_sat = 1.686 Å/fs, or 1.686 × 10⁷ cm/s. The better mobility belongs to the slower model.

The heavier model must couple more weakly. From l = 2πρω/(D²m²), at equal ρ and ω,

D_A/D_B = (m_B/m_A)√(l_B/l_A) = (1/2)√(1/2) = 0.354.

This also explains the family in which the belief succeeds. If D, ρ, ω and T are all equal, l is proportional to m⁻² and μ to m^(−5/2), while v_sat is proportional to m^(−1/2). The lighter material then wins in both respects. At equal ρ, ω and T, a reversal requires D to vary as well.

**What the electron trajectories show**

A Monte Carlo calculation follows electrons through free flights and random collisions, with the full rates and whole phonon energies. It assumes neither the mobility formula nor the high-field expansion. The results are in the numerical output; uncertainties below are one standard error.

At 2 × 10⁻⁵ V/Å model A is ahead, with 0.208 against 0.158 Å/fs. At 10⁻⁴ V/Å the velocities are 0.586 and 0.580 Å/fs, a difference of little more than two combined standard errors. At 2 × 10⁻⁴ V/Å model B leads, with 0.828 against 0.774 Å/fs. The order has changed although B has reached only 49% of its saturation velocity and A 65%. At 10⁻³ V/Å the lead of B is clear, and the mean energies are 0.37 eV in A and 0.14 eV in B.

The scaling law was tested at equal Fl/ω, with A at 10⁻⁴ and B at 2 × 10⁻⁴ V/Å. The velocity ratio B/A is 1.412, where the law requires √2 = 1.414.

The high-field formula was tested at Fl/ω = 12. For A the field is 3 × 10⁻³ V/Å, so Fl = 0.6 eV and

T_e = 0.6²/(3 × 1.313 × 0.05) + 1.313 × 0.05/2 = 1.86 eV.

The predicted mean energy 3T_e/2 is 2.79 eV; the trajectories give 2.80 eV. The drift velocities of A and B are 99.4% and 99.7% of their v_sat. Such energies lie beyond the range in which a real band can be taken as parabolic, and the fields, 300 and 600 kV/cm, are at or above the breakdown field of silicon. Even at 10⁻³ V/Å, which is 100 kV/cm, the mean energy of 0.37 eV in A would make the curvature of a real band matter. These runs check the mathematical limit, while the reversal itself already appears at much lower energies.

A third model, C, has the mass of A and the length of B, hence half of A's mobility, 5983 Å²/(V fs). At 6 × 10⁻³ V/Å its velocity is 1.183 ± 0.004 Å/fs, against 1.186 ± 0.004 Å/fs for A at 3 × 10⁻³ V/Å. This agreement alone does not show a plateau: Fl is the same in both runs, and the scaling law then requires equal velocities whether or not they have saturated. What supports the plateau is that both values lie within 1% of the v_sat that the two models share.

The low-field runs are less tidy. At Fl/ω = 0.04 the ratio v/(μF) is 0.931 for A and 0.935 for B; at 0.08 it is 0.871 and 0.869. Extrapolation to zero field with a correction proportional to F² gives 0.952 ± 0.012 and 0.957 ± 0.011. Both pass a test with a tolerance of 5%, A only narrowly, yet both lie about four standard errors below one. The tolerance therefore covers more than the sampling noise of about one percent mentioned in the program, and the F² law used there is an assumption. A shortfall is expected because the strict model does not keep a Maxwellian distribution in a weak field, as shown above. These runs alone do not fix its size: two fields do not fix the law of extrapolation, and a straight line in F through the same points would give 0.99 and 1.00. The condition on S does fix it. Put f₀ = φ exp(−E/T), and let W(x) be the sum of g u²τ exp(−E/T) over the energies x, x + ω, x + 2ω and so on. The condition then requires W(x)(φ/T − φ′) to be constant. Solving this for a periodic φ and inserting the result in the expression for v gives about 0.96 μF at ω/T = 2, in agreement with the F² values and not with the straight line. The printed mobilities are thus those of electrons held in a thermal distribution. The comparison is unaffected, since A and B agree with each other at equal Fl/ω.

**Where the result stops**

The cancellation of l rests on one kind of phonon controlling both momentum and energy. Suppose that elastic, isotropic scattering with mean free path l_e is added. It contributes u/l_e to the loss of momentum but nothing to the loss of energy. In the field terms c is replaced by c + l/l_e, while the leading phonon term is unchanged. The same algebra gives

v_sat² = 8ω/[3πm(c + l/l_e)].

The plateau now depends on the relative strength of the two mechanisms, although not on a common scaling of both lengths. Lengthening l alone, which raises the mobility, even lowers v_sat.

Polar phonons, which are important in many wide-gap semiconductors, have rates with a different dependence on energy and angle, and the formula for v_sat does not apply to them. The nonpolar coupling assumed here vanishes by symmetry for an s-like minimum at the zone centre of a diamond or zinc-blende crystal; in real materials it acts in other valleys, between valleys or among degenerate valence bands, where a single isotropic mass is only an average. Nonparabolic bands, transfer to other valleys, lattice heating and breakdown are also left out. All velocities compared here are steady ones in a uniform field. In a short channel an electron may reach the far end before its velocity has become steady, and the order found here need not then apply. The two models are therefore not a way to rank real materials. They show that a mobility ranking cannot stand in for a velocity ranking: for a channel with a nearly uniform field, long enough for the electrons to reach a steady velocity, that velocity has to be calculated or measured at the field where the device works.

Calculated quantities

```
Phonon energy: 0.050 eV
Lattice thermal energy: 0.025 eV
Phonon occupation N: 0.1565
Thermal factor 2N+1: 1.3130
A: mass = 0.4 electron masses, l = 200 angstrom
A: mobility = 11966 angstrom^2/(V fs) = 1197 cm^2/(V s)
A: v_sat = 1.192 angstrom/fs = 1.192e+07 cm/s
B: mass = 0.2 electron masses, l = 100 angstrom
B: mobility = 8461 angstrom^2/(V fs) = 846 cm^2/(V s)
B: v_sat = 1.686 angstrom/fs = 1.686e+07 cm/s
C: mass = 0.4 electron masses, l = 100 angstrom
C: mobility = 5983 angstrom^2/(V fs) = 598 cm^2/(V s)
C: v_sat = 1.192 angstrom/fs = 1.192e+07 cm/s
Mobility ratio A/B: 1.4142
Saturation velocity ratio A/B: 0.7071
Deformation potential ratio A/B, equal density: 0.3536
Golden-rule rate, direct/formula: 0.999987
Monte Carlo at small fields (error = one standard error):
A: field = 1.0e-05 V/angstrom, v/(mobility*F) = 0.9314 +/- 0.0085
A: field = 2.0e-05 V/angstrom, v/(mobility*F) = 0.8708 +/- 0.0051
A: zero-field mobility, Monte Carlo/formula = 0.9516 +/- 0.0115
B: field = 2.0e-05 V/angstrom, v/(mobility*F) = 0.9347 +/- 0.0083
B: field = 4.0e-05 V/angstrom, v/(mobility*F) = 0.8686 +/- 0.0051
B: zero-field mobility, Monte Carlo/formula = 0.9567 +/- 0.0113
Monte Carlo at common fields:
A: field = 2.0e-05 V/angstrom, v = 0.2084 +/- 0.0012 angstrom/fs, mean energy = 0.0390 eV
B: field = 2.0e-05 V/angstrom, v = 0.1582 +/- 0.0014 angstrom/fs, mean energy = 0.0382 eV
A: field = 1.0e-04 V/angstrom, v = 0.5863 +/- 0.0014 angstrom/fs, mean energy = 0.0484 eV
B: field = 1.0e-04 V/angstrom, v = 0.5799 +/- 0.0023 angstrom/fs, mean energy = 0.0420 eV
A: field = 2.0e-04 V/angstrom, v = 0.7745 +/- 0.0012 angstrom/fs, mean energy = 0.0639 eV
B: field = 2.0e-04 V/angstrom, v = 0.8277 +/- 0.0020 angstrom/fs, mean energy = 0.0483 eV
A: field = 1.0e-03 V/angstrom, v = 1.1236 +/- 0.0020 angstrom/fs, mean energy = 0.3719 eV
B: field = 1.0e-03 V/angstrom, v = 1.4206 +/- 0.0019 angstrom/fs, mean energy = 0.1384 eV
Velocity ratio B/A at equal F*l/omega: 1.4117
Monte Carlo tests of the high-field limit:
A: field = 3.0e-03 V/angstrom, F*l/omega = 12.0
A: v = 1.1855 +/- 0.0038 angstrom/fs, v/v_sat = 0.9944
A: mean energy = 2.804 eV, formula = 2.791 eV
A: mean(E^2)/mean(E)^2 = 1.6715 (Maxwellian 1.6667)
B: field = 6.0e-03 V/angstrom, F*l/omega = 12.0
B: v = 1.6802 +/- 0.0056 angstrom/fs, v/v_sat = 0.9966
B: mean energy = 2.821 eV, formula = 2.791 eV
B: mean(E^2)/mean(E)^2 = 1.6840 (Maxwellian 1.6667)
C: field = 6.0e-03 V/angstrom, F*l/omega = 12.0
C: v = 1.1825 +/- 0.0039 angstrom/fs, v/v_sat = 0.9919
C: mean energy = 2.810 eV, formula = 2.791 eV
C: mean(E^2)/mean(E)^2 = 1.6811 (Maxwellian 1.6667)
```
